**Linear-triangle density of states for a triangular-lattice band**

The program tests the band \(E=-2t[\cos\theta_1+\cos\theta_2+\cos(\theta_1-\theta_2)]\), where \(t\) is the hopping and \(\theta_i=\mathbf k\cdot\mathbf a_i\). Its density of states per cell and spin has steps \(\sqrt3/(12\pi t)\) and \(\sqrt3/(3\pi t)\), and it approaches \((3/4\pi^2t)\ln(8t/|E-2t|)\) at the M saddles. The program asserts the band against a real-space diagonalization, the closed-form density of states against an independent state count, and the triangle rule against area sampling. It also asserts the flat-triangle counts on four meshes, the leading count error, the false ramp at the lower edge and the growth of the saddle peak. With 483 divisions along each reciprocal vector, the mesh density of states agrees with the exact one within 0.05 % at five energies, and the fitted logarithmic coefficient is 0.9995 of the predicted one. For an n-type channel with rough InSe-like parameters, the mesh Fermi energy falls from 0.144 eV at 21 divisions to 0.119 eV at 483. The output also sizes nonparabolicity, temperature, lifetime broadening, unscreened exchange and the gate field.

## Program and output

```python
"""Linear-triangle density of states (DOS) of a triangular-lattice band.

Result under test, for E = -2t[cos th1 + cos th2 + cos(th1-th2)]:
lower step sqrt(3)/(12 pi t), upper step sqrt(3)/(3 pi t), and near 2t
DOS -> 3/(4 pi^2 t) ln(8t/|E-2t|), per cell and per spin.
th1, th2 are k.a1 and k.a2; t is the hopping; a is the lattice constant.
Functions use energies in t and DOS in 1/t; printed energies are in eV.
N is the number of mesh divisions along each reciprocal vector.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.special import ellipk, ellipkm1

pi = np.pi
LOG_COEF = 3 / (4 * pi**2)
STEP_LOW = np.sqrt(3) / (12 * pi)
STEP_TOP = np.sqrt(3) / (3 * pi)


def band(th1, th2):
    return -2 * (np.cos(th1) + np.cos(th2) + np.cos(th1 - th2))


def make_triangles(n_mesh):
    grid = 2 * pi * np.arange(n_mesh) / n_mesh
    e00 = band(grid[:, None], grid[None, :])
    e10 = np.roll(e00, -1, axis=0)
    e01 = np.roll(e00, -1, axis=1)
    e11 = np.roll(e10, -1, axis=1)
    first = np.stack([e00, e10, e11], axis=-1).reshape(-1, 3)
    second = np.stack([e00, e01, e11], axis=-1).reshape(-1, 3)
    return np.sort(np.concatenate([first, second]), axis=1).T.copy()


def split_triangles(tri, energy):
    e1, e2, e3 = tri
    low = (e1 < energy) & (energy <= e2) & (energy < e3)
    high = (e2 < energy) & (energy < e3)
    return tri[:, low], tri[:, high]


def mesh_count(tri, energy):
    low, high = split_triangles(tri, energy)
    total = float(np.count_nonzero(energy >= tri[2]))
    a, b, c = low
    total += np.sum((energy - a)**2 / ((b - a) * (c - a)))
    a, b, c = high
    total += np.sum(1 - (c - energy)**2 / ((c - a) * (c - b)))
    return total / tri.shape[1]


def mesh_dos(tri, energy):
    low, high = split_triangles(tri, energy)
    a, b, c = low
    total = np.sum(2 * (energy - a) / ((b - a) * (c - a)))
    a, b, c = high
    total += np.sum(2 * (c - energy) / ((c - a) * (c - b)))
    return total / tri.shape[1]


def exact_dos(energy):
    r = np.sqrt((3 - energy) / 4)
    p = (1.5 - r) * (0.5 + r)**3
    if energy < 2:
        return ellipk(p / (2 * r)) / (2 * pi**2 * np.sqrt(2 * r))
    return ellipk(2 * r / p) / (2 * pi**2 * np.sqrt(p))


x_grid = (np.arange(200000) + 0.5) * (pi / 2) / 200000
cos_x, cos_2x = np.cos(x_grid), np.cos(2 * x_grid)


def exact_count(energy):
    """One angle is integrated analytically, the other numerically."""
    bound = np.clip((-energy - 2 * cos_2x) / (4 * cos_x), -1, 1)
    return np.mean(np.arccos(bound)) / pi


# The band against diagonalization of a periodic real-space cluster
size = 6
hop = np.zeros((size**2, size**2))
for i in range(size):
    for j in range(size):
        for di, dj in [(1, 0), (0, 1), (1, -1)]:
            p = i * size + j
            q = ((i + di) % size) * size + (j + dj) % size
            hop[p, q] -= 1
            hop[q, p] -= 1
angles = 2 * pi * np.arange(size) / size
band_levels = np.sort(band(angles[:, None], angles[None, :]).ravel())
assert np.allclose(np.linalg.eigvalsh(hop), band_levels, atol=1e-10)

# Curvatures by finite differences, lengths in units of a
vectors = np.array([[1, 0], [0.5, np.sqrt(3) / 2]])


def curvature(phases):
    k0, d = np.linalg.solve(vectors, np.array(phases)), 1e-3
    h = np.zeros((2, 2))
    unit = np.eye(2) * d
    for i in range(2):
        for j in range(2):
            for si in (1, -1):
                for sj in (1, -1):
                    k = k0 + si * unit[i] + sj * unit[j]
                    h[i, j] += si * sj * band(*(vectors @ k)) / (4 * d**2)
    return np.linalg.eigvalsh(h)


h_gamma = curvature([0, 0])
h_m = curvature([pi, 0])
h_k = curvature([2 * pi / 3, -2 * pi / 3])
assert np.allclose(h_gamma, [3, 3], atol=1e-4)
assert np.allclose(h_m, [-3, 1], atol=1e-4)
assert np.allclose(h_k, [-1.5, -1.5], atol=1e-4)
cell = np.linalg.det(vectors)
assert abs(cell / (2*pi*np.sqrt(np.prod(h_gamma))) - STEP_LOW) < 1e-5
assert abs(2*cell / (2*pi*np.sqrt(np.prod(h_k))) - STEP_TOP) < 1e-5
assert abs(3*cell / (2*pi**2*np.sqrt(-np.prod(h_m))) - LOG_COEF) < 1e-5

# Closed-form DOS against the derivative of the independent state count
for e in (-5, -2, 0.5, 2.5):
    slope = (exact_count(e + 0.01) - exact_count(e - 0.01)) / 0.02
    assert abs(slope - exact_dos(e)) < 3e-5
assert abs(exact_dos(-6 + 1e-8) - STEP_LOW) < 1e-6
assert abs(exact_dos(3 - 1e-8) - STEP_TOP) < 1e-6
for e in (1.99, 2.01):
    assert abs(exact_dos(e) / (LOG_COEF * np.log(800)) - 1) < 0.01
for dist in (0.05, 0.1):
    assert abs(exact_dos(-6 + dist)/STEP_LOW - 1 - dist/12) < 5e-4
    assert abs(exact_dos(3 - dist)/STEP_TOP - 1 - dist/3) < 5e-3

# The rule for one triangle against sampling of its area
n_sub = 800
ii, jj = np.meshgrid(np.arange(n_sub), np.arange(n_sub), indexing="ij")
up, down = ii + jj < n_sub, ii + jj < n_sub - 1
u = np.r_[ii[up] + 1/3, ii[down] + 2/3] / n_sub
v = np.r_[jj[up] + 1/3, jj[down] + 2/3] / n_sub
corner = np.array([[0.2], [0.5], [1.3]])
sample = 0.2 + 0.3 * u + 1.1 * v
for e in (0.4, 0.9):
    assert abs(np.mean(sample < e) - mesh_count(corner, e)) < 3e-3
    slope = (mesh_count(corner, e+1e-4)-mesh_count(corner, e-1e-4))/2e-4
    assert abs(slope - mesh_dos(corner, e)) < 1e-8

# Straight saddle contour, flat triangles and the false spike
rng = np.random.default_rng(4)
p1, p2 = rng.uniform(0, 2 * pi, (2, 50))
factored = -8 * np.cos(p1/2) * np.cos(p2/2) * np.cos((p1-p2)/2)
assert np.allclose(band(p1, p2) - 2, factored, atol=1e-12)
flat = {}
for n in (60, 61, 63, 64):
    tri = make_triangles(n)
    flat[n] = int(np.count_nonzero(tri[2] - tri[0] < 1e-10))
assert flat == {60: 6, 61: 2, 63: 0, 64: 8}
tri60 = make_triangles(60)
below = mesh_count(tri60, 2 - 1e-9)
spike = mesh_count(tri60, 2 + 1e-9) - below
assert abs(below - 0.75) < 1e-6
assert abs(spike - 3 / 60**2) < 1e-6
assert abs(exact_count(2) - 0.75) < 1e-6

# Interpolated second moment, and the leading error in the state count
tri15 = make_triangles(15)
energies = np.linspace(-6, 3, 6001)
counts = np.array([mesh_count(tri15, e) for e in energies])
moment = 9 - trapezoid(2 * energies * counts, energies)
assert abs(moment - 4 - 2 * np.cos(2 * pi / 15)) < 1e-5
tri243 = make_triangles(243)
window = np.linspace(-4, -2, 41)
found = sum(mesh_count(tri243, e) - exact_count(e) for e in window)
expected = sum(exact_dos(e)*e*pi**2/(3*243**2) for e in window)
error_ratio = found / expected
assert abs(error_ratio - 1) < 0.10

# Production mesh: general DOS, band edges and saddle
N = 483
tri = make_triangles(N)
test_energies = (-5, -3, 0, 1, 2.5)
mesh_values = [mesh_dos(tri, e) for e in test_energies]
exact_values = [exact_dos(e) for e in test_energies]
worst = max(abs(m/x - 1) for m, x in zip(mesh_values, exact_values))
assert worst < 0.02
low_ratio = mesh_count(tri, -5.8) / (0.2 * STEP_LOW)
top_ratio = (1 - mesh_count(tri, 2.95)) / (0.05 * STEP_TOP)
assert abs(low_ratio - 1 - 0.2 / 24) < 2e-3
assert abs(top_ratio - 1 - 0.05 / 6) < 2e-3
ramp = band(2 * pi / N, 0) + 6
assert abs(ramp / (8 * pi**2 / N**2) - 1) < 1e-3
ramp_dos = mesh_dos(tri, -6 + 0.999 * ramp)
assert abs(ramp_dos / (0.999 * LOG_COEF) - 1) < 0.01
half_widths = (0.1, 0.01)
mean_dos, mean_law = [], []
for w in half_widths:
    mean_dos.append((mesh_count(tri, 2+w)-mesh_count(tri, 2-w))/(2*w))
    mean_law.append(LOG_COEF * (np.log(8 / w) + 1))
    assert abs(mean_dos[-1] / mean_law[-1] - 1) < 0.01
log_slope = (mean_dos[1] - mean_dos[0]) / np.log(10)
assert abs(log_slope / LOG_COEF - 1) < 0.02
peak81 = mesh_dos(make_triangles(81), 2)
peak243 = mesh_dos(tri243, 2)
growth_law = 2 * LOG_COEF * np.log(3)
assert abs((peak243 - peak81) / growth_law - 1) < 0.03

# Example: rough parameters in the regime of an n-type InSe monolayer
hartree = sc.physical_constants["Hartree energy in eV"][0]
bohr = sc.physical_constants["Bohr radius"][0]
a_ang, mass, density_cm2 = 4.0, 0.20, 1e13
temperature, gap_ev, mobility = 300.0, 2.5, 100.0
eps_gate, eps_below = 18.0, 3.9
a_au = a_ang * 1e-10 / bohr
t_ev = hartree / (3 * mass * a_au**2)
area_cm2 = cell * (a_ang * 1e-8)**2
filling = density_cm2 * area_cm2 / 2
density_au = density_cm2 * 1e4 * bohr**2
fermi_au = pi * density_au / mass
fermi_ev = fermi_au * hartree


def fermi_from(count):
    return (brentq(lambda e: count(e)-filling, -6, -4) + 6) * t_ev


fermi_exact = fermi_from(exact_count)
fermi_mesh = {}
for n in (21, 63, N):
    mesh = tri if n == N else make_triangles(n)
    fermi_mesh[n] = fermi_from(lambda e: mesh_count(mesh, e))
assert abs(fermi_mesh[N] - fermi_exact) < 1e-3

# Thermal occupation, checked with the full band DOS
kt = sc.k * temperature / sc.e
mu = kt * np.log(np.expm1(fermi_ev / kt))


def occupied(e):
    return exact_dos(e) / (1 + np.exp(((e + 6) * t_ev - mu) / kt))


thermal_fill = quad(occupied, -6, -6 + (mu + 20 * kt) / t_ev)[0]
assert abs(thermal_fill / filling - 1) < 0.03

# Two-band DOS increase from diagonalization of a coupled-band model
gap = gap_ev / hartree
coupling = np.sqrt(gap / (2 * mass))


def upper_band(k):
    h = np.array([[gap/2, coupling*k], [coupling*k, -gap/2]])
    return np.linalg.eigvalsh(h)[1] - gap / 2


k_two = np.sqrt(2 * mass * fermi_au * (1 + fermi_au / gap))
dk = 1e-4
two_band = 4*k_two*dk / (2*mass)
two_band /= upper_band(k_two + dk) - upper_band(k_two - dk)
assert abs(two_band - 1 - 2 * fermi_au / gap) < 1e-5

# Unscreened exchange change of inverse compressibility
kappa = (eps_gate + eps_below) / 2
exchange_factor = quad(
    lambda k: 2*k/(pi*(1+k))*ellipkm1(((1-k)/(1+k))**2), 0, 1)[0]
assert abs(exchange_factor - 2 / pi) < 1e-6


def exchange_mu(n):
    return -exchange_factor * np.sqrt(2 * pi * n) / kappa


dn = density_au * 1e-4
exchange_slope = exchange_mu(density_au+dn)-exchange_mu(density_au-dn)
exchange_share = -exchange_slope / (2 * dn) / (pi / mass)
r_s = mass / (kappa * np.sqrt(pi * density_au))
assert abs(exchange_share - np.sqrt(2) * r_s / pi) < 1e-5

broadening = sc.hbar / (mass * sc.m_e * mobility * 1e-4)
field_unit = sc.e * 1e4 / (sc.epsilon_0 * eps_gate) * 1e-8
field = density_cm2 * field_unit
saddle_density = 2 * exact_count(2) / area_cm2
saddle_field = saddle_density * field_unit

print(f"lattice constant: {a_ang:.1f} angstrom")
print(f"effective mass: {mass:.2f} electron masses")
print(f"hopping t: {t_ev:.4f} eV")
print(f"saddle above lower edge: {8*t_ev:.3f} eV")
print(f"upper edge above lower edge: {9*t_ev:.3f} eV")
print(f"lower DOS step: {STEP_LOW/t_ev:.5f} 1/eV/cell/spin")
print(f"upper DOS step: {STEP_TOP/t_ev:.5f} 1/eV/cell/spin")
print(f"log coefficient: {LOG_COEF/t_ev:.5f} 1/eV/cell/spin")
print("flat triangles for N=60,61,63,64:", *flat.values())
print(f"false spike weight, N=60: {spike:.6f} states/cell/spin")
print(f"second moment, N=15: {moment*t_ev**2:.5f} eV^2")
print(f"exact second moment: {6*t_ev**2:.5f} eV^2")
print(f"count error / predicted, N=243: {error_ratio:.4f}")
print(f"production mesh N: {N}; triangles: {tri.shape[1]}")
for e, m, x in zip(test_energies, mesh_values, exact_values):
    print(f"E={e*t_ev:.3f} eV: DOS mesh {m/t_ev:.5f}, "
          f"exact {x/t_ev:.5f} 1/eV/cell/spin")
print(f"largest relative DOS error above: {100*worst:.3f} %")
print(f"lower edge window: {0.2*t_ev:.4f} eV")
print(f"lower edge mean DOS / step: {low_ratio:.5f}")
print(f"upper edge window: {0.05*t_ev:.4f} eV")
print(f"upper edge mean DOS / step: {top_ratio:.5f}")
print(f"edge ramp width: {ramp*t_ev:.6f} eV")
print(f"ramp DOS near its top / true step: {ramp_dos/STEP_LOW:.4f}")
for w, m, x in zip(half_widths, mean_dos, mean_law):
    print(f"saddle half-window {w*t_ev:.5f} eV: mean DOS mesh "
          f"{m/t_ev:.5f}, law {x/t_ev:.5f} 1/eV/cell/spin")
print(f"measured / predicted log coefficient: {log_slope/LOG_COEF:.5f}")
print(f"saddle DOS, N=81: {peak81/t_ev:.5f} 1/eV/cell/spin")
print(f"saddle DOS, N=243: {peak243/t_ev:.5f} 1/eV/cell/spin")
print(f"predicted rise: {growth_law/t_ev:.5f} 1/eV/cell/spin")
print(f"channel density: {density_cm2:.2e} cm^-2")
print(f"filling: {filling:.6f} states/cell/spin")
print(f"parabolic Fermi energy: {fermi_ev:.5f} eV")
print(f"full-band Fermi energy: {fermi_exact:.5f} eV")
for n, value in fermi_mesh.items():
    print(f"mesh Fermi energy, N={n}: {value:.5f} eV")
print(f"temperature: {temperature:.0f} K; kT: {kt:.5f} eV")
print(f"thermal chemical potential: {mu:.5f} eV")
print(f"lattice DOS increase: {100*fermi_ev/(12*t_ev):.2f} %")
print(f"assumed band gap: {gap_ev:.1f} eV")
print(f"two-band DOS increase: {100*(two_band-1):.2f} %")
print(f"assumed mobility: {mobility:.0f} cm2/Vs")
print(f"lifetime broadening: {broadening:.4f} eV")
print(f"gate / lower permittivity: {eps_gate:.1f} / {eps_below:.1f}")
print(f"interaction parameter r_s: {r_s:.3f}")
print(f"exchange cut in d(mu)/dn: {100*exchange_share:.1f} %")
print(f"gate insulator field: {field:.3f} MV/cm")
print(f"density at model saddle: {saddle_density:.3e} cm^-2")
print(f"gate field at model saddle: {saddle_field:.1f} MV/cm")
print("no test failed")
```

Running it gives:

```
lattice constant: 4.0 angstrom
effective mass: 0.20 electron masses
hopping t: 0.7937 eV
saddle above lower edge: 6.350 eV
upper edge above lower edge: 7.144 eV
lower DOS step: 0.05788 1/eV/cell/spin
upper DOS step: 0.23153 1/eV/cell/spin
log coefficient: 0.09574 1/eV/cell/spin
flat triangles for N=60,61,63,64: 6 2 0 8
false spike weight, N=60: 0.000833 states/cell/spin
second moment, N=15: 3.67126 eV^2
exact second moment: 3.78020 eV^2
count error / predicted, N=243: 1.0003
production mesh N: 483; triangles: 466578
E=-3.969 eV: DOS mesh 0.06322, exact 0.06323 1/eV/cell/spin
E=-2.381 eV: DOS mesh 0.07850, exact 0.07850 1/eV/cell/spin
E=0.000 eV: DOS mesh 0.13422, exact 0.13424 1/eV/cell/spin
E=0.794 eV: DOS mesh 0.18972, exact 0.18969 1/eV/cell/spin
E=1.984 eV: DOS mesh 0.28708, exact 0.28693 1/eV/cell/spin
largest relative DOS error above: 0.050 %
lower edge window: 0.1587 eV
lower edge mean DOS / step: 1.00804
upper edge window: 0.0397 eV
upper edge mean DOS / step: 1.00766
edge ramp width: 0.000269 eV
ramp DOS near its top / true step: 1.6524
saddle half-window 0.07937 eV: mean DOS mesh 0.51542, law 0.51526 1/eV/cell/spin
saddle half-window 0.00794 eV: mean DOS mesh 0.73575, law 0.73570 1/eV/cell/spin
measured / predicted log coefficient: 0.99947
saddle DOS, N=81: 0.82891 1/eV/cell/spin
saddle DOS, N=243: 1.03891 1/eV/cell/spin
predicted rise: 0.21036 1/eV/cell/spin
channel density: 1.00e+13 cm^-2
filling: 0.006928 states/cell/spin
parabolic Fermi energy: 0.11969 eV
full-band Fermi energy: 0.11894 eV
mesh Fermi energy, N=21: 0.14360 eV
mesh Fermi energy, N=63: 0.12247 eV
mesh Fermi energy, N=483: 0.11901 eV
temperature: 300 K; kT: 0.02585 eV
thermal chemical potential: 0.11944 eV
lattice DOS increase: 1.26 %
assumed band gap: 2.5 eV
two-band DOS increase: 9.58 %
assumed mobility: 100 cm2/Vs
lifetime broadening: 0.0579 eV
gate / lower permittivity: 18.0 / 3.9
interaction parameter r_s: 0.616
exchange cut in d(mu)/dn: 27.7 %
gate insulator field: 1.005 MV/cm
density at model saddle: 1.083e+15 cm^-2
gate field at model saddle: 108.8 MV/cm
no test failed
```
